# Sigma, pi and delta structure constants of the free propagator: a numerical check

```python
"""Free-propagator structure constants g_LL'(R) for l <= 2.

Result under test: with G0 = -exp(ikd)/(4 pi d), d = |R + r' - r|,
  G0 = sum_LL' j_l(kr) Y_L(r) g_LL'(R) j_l'(kr') Y_L'(r'),
the matrix g has closed sigma, pi, delta elements for R along z, and
direction cosines of R give all other directions (Slater-Koster form).
R points from the first site (r, L) to the second site (r', L').
Rydberg atomic units: E = k^2, lengths in bohr, g in 1/bohr.
Real orbitals in the order s, x, y, z, xy, yz, zx, x2-y2, 3z2-1.
"""
from functools import lru_cache
from math import factorial, sqrt, pi
import numpy as np
import sympy as sp
from scipy.special import spherical_jn, spherical_yn, eval_legendre

NAMES = ["s", "x", "y", "z", "xy", "yz", "zx", "x2-y2", "3z2-1"]
ELL = [0, 1, 1, 1, 2, 2, 2, 2, 2]
# orbital pairs that represent each bond element when R is along z
PAIRS = {"ss_sigma": (0, 0), "sp_sigma": (0, 3), "sd_sigma": (0, 8),
         "pp_sigma": (3, 3), "pp_pi": (1, 1),
         "pd_sigma": (3, 8), "pd_pi": (1, 6),
         "dd_sigma": (8, 8), "dd_pi": (6, 6), "dd_delta": (4, 4)}


def hankel(l, x):
    """Outgoing spherical Hankel function as a finite sum."""
    series = sum(1j**s * factorial(l + s)
                 / (factorial(s) * factorial(l - s) * (2 * x)**s)
                 for s in range(l + 1))
    return (-1j)**(l + 1) * np.exp(1j * x) / x * series


def bond_elements(k, distance):
    """Closed forms for a bond along z."""
    x = k * distance
    h0, h1, h2, h3, h4 = [hankel(l, x) for l in range(5)]
    reduced = {
        "ss_sigma": h0, "sp_sigma": -sqrt(3) * h1, "sd_sigma": sqrt(5) * h2,
        "pp_sigma": h0 - 2 * h2, "pp_pi": 3 * h1 / x,
        "pd_sigma": sqrt(3 / 5) * (3 * h3 - 2 * h1),
        "pd_pi": -3 * sqrt(5) * h2 / x,
        "dd_sigma": h0 - 10 * h2 / 7 + 18 * h4 / 7,
        "dd_pi": 3 * (h1 - 4 * h3) / x, "dd_delta": 15 * h2 / x**2}
    return {name: -1j * k * value for name, value in reduced.items()}


def d_amplitudes(u):
    """Sigma amplitudes and pi vectors of the five d orbitals about u."""
    l, m, n = u
    sigma = np.array([sqrt(3) * l * m, sqrt(3) * m * n, sqrt(3) * n * l,
                      sqrt(3) / 2 * (l * l - m * m), (3 * n * n - 1) / 2])
    pi_vec = np.array([
        np.array([m, l, 0]) - 2 * l * m * u,
        np.array([0, n, m]) - 2 * m * n * u,
        np.array([n, 0, l]) - 2 * n * l * u,
        np.array([l, -m, 0]) - (l * l - m * m) * u,
        sqrt(3) * n * (np.array([0, 0, 1]) - n * u)])
    return sigma, pi_vec


def slater_koster(k, vector):
    """Full 9 x 9 matrix from the ten bond elements."""
    distance = np.linalg.norm(vector)
    u = vector / distance
    b = bond_elements(k, distance)
    s, v = d_amplitudes(u)
    g = np.zeros((9, 9), complex)
    g[0, 0] = b["ss_sigma"]
    g[0, 1:4] = u * b["sp_sigma"]
    g[0, 4:] = s * b["sd_sigma"]
    uu = np.outer(u, u)
    g[1:4, 1:4] = uu * b["pp_sigma"] + (np.eye(3) - uu) * b["pp_pi"]
    g[1:4, 4:] = np.outer(u, s) * b["pd_sigma"] + v.T * b["pd_pi"]
    ss, vv = np.outer(s, s), v @ v.T
    g[4:, 4:] = (ss * b["dd_sigma"] + vv * b["dd_pi"]
                 + (np.eye(5) - ss - vv) * b["dd_delta"])
    g[1:4, 0] = -g[0, 1:4]
    g[4:, 0] = g[0, 4:]
    g[4:, 1:4] = -g[1:4, 4:].T
    return g


def harmonics(unit):
    x, y, z = unit[..., 0], unit[..., 1], unit[..., 2]
    c = sqrt(15)
    rows = [np.ones_like(x), sqrt(3) * x, sqrt(3) * y, sqrt(3) * z,
            c * x * y, c * y * z, c * z * x, c / 2 * (x * x - y * y),
            sqrt(5) / 2 * (3 * z * z - 1)]
    return np.stack(rows, axis=-1) / sqrt(4 * pi)


# product quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(16)
angles = 2 * pi * np.arange(32) / 32
cos_t, phi = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
sin_t = np.sqrt(1 - cos_t**2)
SPHERE = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t], axis=1)
WEIGHTS = np.repeat(node_weights, 32) * 2 * pi / 32
Y_GRID = harmonics(SPHERE)
assert np.allclose(Y_GRID.T @ (WEIGHTS[:, None] * Y_GRID), np.eye(9),
                   atol=1e-12)


def propagator(k, separation):
    d = np.linalg.norm(separation, axis=-1)
    return -np.exp(1j * k * d) / (4 * pi * d)


def projected(k, vector, radius=1.0):
    """g from its definition: project G0 on harmonics on two spheres."""
    points = radius * SPHERE
    kernel = propagator(k, vector + points[None, :, :] - points[:, None, :])
    wy = WEIGHTS[:, None] * Y_GRID
    bessel = np.array([spherical_jn(l, complex(k * radius)) for l in ELL])
    return wy.T @ kernel @ wy / np.outer(bessel, bessel)


def angular_sum(k, distance, first, second):
    """Bond element along z from numerically averaged Legendre factors."""
    total = 0
    for big in range(5):
        average = np.sum(WEIGHTS * Y_GRID[:, first] * Y_GRID[:, second]
                         * eval_legendre(big, SPHERE[:, 2]))
        total += (1j**(big + ELL[second] - ELL[first]) * (2 * big + 1)
                  * average * hankel(big, k * distance))
    return -1j * k * total


k = 0.5
vector = np.array([2.0, 4.0, 4.0])
distance = np.linalg.norm(vector)
u = vector / distance
x_arg = k * distance

# Hankel sums against library Bessel functions
for l in range(5):
    library = spherical_jn(l, x_arg) + 1j * spherical_yn(l, x_arg)
    assert abs(hankel(l, x_arg) - library) < 1e-12 * abs(library)

# all 81 elements against the definition; imaginary k means E < 0
worst = 0.0
for wave in (k, 0.5j):
    for direction in (vector, np.array([0, 0, 6.0]), -vector,
                      np.array([-3.0, 1.0, 5.0])):
        numeric = projected(wave, direction)
        formula = slater_koster(wave, direction)
        deviation = np.max(abs(numeric - formula))
        worst = max(worst, deviation)
        assert deviation < 1e-10 * max(1, np.max(abs(numeric)))

# bond elements against the angular-average sum
bonds = bond_elements(k, distance)
for name, (a, b) in PAIRS.items():
    assert abs(angular_sum(k, distance, a, b) - bonds[name]) < 1e-11

# d orbitals as normalized traceless tensors, and their amplitudes
tensors = np.zeros((5, 3, 3))
for row, (a, b) in enumerate([(0, 1), (1, 2), (2, 0)]):
    tensors[row, a, b] = tensors[row, b, a] = 1 / sqrt(2)
tensors[3] = np.diag([1, -1, 0]) / sqrt(2)
tensors[4] = np.diag([-1, -1, 2]) / sqrt(6)
quadratic = np.einsum("pi,aij,pj->pa", SPHERE, tensors, SPHERE)
assert np.allclose(sqrt(15 / (8 * pi)) * quadratic, Y_GRID[:, 4:], atol=1e-13)
s_amp, v_amp = d_amplitudes(u)
uqu = np.einsum("i,aij,j->a", u, tensors, u)
assert np.allclose(s_amp, sqrt(1.5) * uqu, atol=1e-13)
assert np.allclose(v_amp, sqrt(2) * (tensors @ u - np.outer(uqu, u)),
                   atol=1e-13)

# Cartesian derivatives of exp(ikr)/r
X, Y, Z = sp.symbols("X Y Z", real=True)
rho = sp.Symbol("rho", positive=True)
r_sym = sp.sqrt(X**2 + Y**2 + Z**2)
wave_sym = sp.exp(sp.I * r_sym / 2) / r_sym  # k = 1/2


@lru_cache(maxsize=None)
def derivative(a, b, c):
    if a:
        return sp.diff(derivative(a - 1, b, c), X)
    if b:
        return sp.diff(derivative(a, b - 1, c), Y)
    if c:
        return sp.diff(derivative(a, b, c - 1), Z)
    return wave_sym


@lru_cache(maxsize=None)
def derivative_value(a, b, c):
    function = sp.lambdify((X, Y, Z), derivative(a, b, c), "numpy")
    return complex(function(*vector))


def apply_operator(polynomial):
    terms = sp.Poly(sp.expand(polynomial), X, Y, Z).terms()
    return sum(float(c) * derivative_value(*powers) for powers, c in terms)


solid = [sp.Integer(1), X, Y, Z, X * Y, Y * Z, Z * X, X**2 - Y**2,
         2 * Z**2 - X**2 - Y**2]
norm = [1, sqrt(3), sqrt(3), sqrt(3), sqrt(15), sqrt(15), sqrt(15),
        sqrt(15) / 2, sqrt(5) / 2]
g_table = slater_koster(k, vector)
for a, b in list(PAIRS.values()) + [(1, 4), (4, 5), (6, 1)]:
    value = (-(-1)**ELL[a] * k**(-ELL[a] - ELL[b]) * norm[a] * norm[b]
             * apply_operator(solid[a] * solid[b]))
    assert abs(value - g_table[a, b]) < 1e-9

# a solid-harmonic derivative turns h_0 into h_l times the harmonic
for l in range(1, 5):
    poly = sp.expand(rho**l * sp.legendre(l, Z / rho)).subs(rho, r_sym)
    expected = (1j * k * (-k)**l * hankel(l, x_arg)
                * eval_legendre(l, u[2]))
    assert abs(apply_operator(poly) - expected) < 1e-10

# far-field power laws, from the angular sums
slopes = {}
for name, (a, b) in PAIRS.items():
    near, far = [abs(angular_sum(1.0, d, a, b)) for d in (1000.0, 2000.0)]
    slopes[name] = np.log2(far / near)
    index = {"sigma": 0, "pi": 1, "delta": 2}[name.split("_")[1]]
    assert abs(slopes[name] + index + 1) < 0.01

# near-field ratios, from the angular sums
small = {n: angular_sum(1.0, 0.01, *p) for n, p in PAIRS.items()}
ratios = {"pp sigma/pi": (small["pp_sigma"] / small["pp_pi"]).real,
          "pd sigma/pi": (small["pd_sigma"] / small["pd_pi"]).real,
          "dd sigma/delta": (small["dd_sigma"] / small["dd_delta"]).real,
          "dd pi/delta": (small["dd_pi"] / small["dd_delta"]).real}
assert np.allclose(list(ratios.values()), [-2, -sqrt(3), 6, -4], atol=2e-3)


def rebuilt(r_first, r_second):
    """G0 from the l <= 2 block of the two-centre expansion."""
    waves = []
    for r in (r_first, r_second):
        length = np.linalg.norm(r)
        radial = np.array([spherical_jn(l, k * length) for l in ELL])
        waves.append(radial * harmonics(r / length))
    return waves[0] @ g_table @ waves[1]


def displaced(t):
    first, second = np.array([t, 0, 0]), np.array([0, 0, t / 2])
    return propagator(k, vector + second - first), rebuilt(first, second)


errors = [abs(np.subtract(*displaced(t))) for t in (0.05, 0.025)]
order = np.log2(errors[0] / errors[1])
assert abs(order - 3) < 0.2
direct, block = displaced(0.6)


def show(label, value, unit="1/bohr"):
    print(f"{label}: {value.real:+.6f} {value.imag:+.6f}i {unit}")


print(f"k = {k:.3f} 1/bohr, E = {k * k:.3f} Ry")
print("R vector =", vector, f"bohr, R = {distance:.3f} bohr")
print(f"x = kR = {x_arg:.3f} (dimensionless)")
print("direction cosines =", np.round(u, 6))
for l in range(5):
    show(f"h_{l}(x)", hankel(l, x_arg), "(dimensionless)")
for name, value in bonds.items():
    show("bond " + name, value)
print("modulus of dd sigma, pi, delta (1/bohr):",
      *[f"{abs(bonds['dd_' + t]):.6f}" for t in ("sigma", "pi", "delta")])
for row in range(5):
    print(f"d {NAMES[row + 4]}: sigma amplitude {s_amp[row]:+.6f},",
          "pi vector", np.round(v_amp[row], 6))
print(f"x,xy weights: sigma {u[0] * s_amp[0]:+.6f}, pi {v_amp[0, 0]:+.6f}")
w_s, w_p = s_amp[0] * s_amp[1], v_amp[0] @ v_amp[1]
print(f"xy,yz weights: sigma {w_s:+.6f}, pi {w_p:+.6f},",
      f"delta {-w_s - w_p:+.6f}")
g_numeric = projected(k, vector)
for a, b in [(0, 1), (1, 0), (1, 2), (1, 4), (4, 1), (4, 5)]:
    show(f"g({NAMES[a]},{NAMES[b]}) formula", g_table[a, b])
    if (a, b) in [(1, 4), (4, 5)]:
        show(f"g({NAMES[a]},{NAMES[b]}) projection", g_numeric[a, b])
print(f"largest deviation, all directions and energies: {worst:.1e} 1/bohr")
for name in ("dd_sigma", "dd_pi", "dd_delta"):
    print(f"far-field power of R, {name}: {slopes[name]:.4f}")
for name, value in ratios.items():
    print(f"near-field ratio at x = 0.01, {name}: {value:.4f}")
print("displacements: r = (0.6,0,0) bohr, r' = (0,0,0.3) bohr")
show("G0 direct", direct)
show("G0 from l <= 2 block", block)
print(f"truncation error: {abs(direct - block):.2e} 1/bohr")
print(f"order of truncation error in displacement: {order:.3f}")
print("PASS")
```

It prints:

```
k = 0.500 1/bohr, E = 0.250 Ry
R vector = [2. 4. 4.] bohr, R = 6.000 bohr
x = kR = 3.000 (dimensionless)
direction cosines = [0.333333 0.666667 0.666667]
h_0(x): +0.047040 +0.329997i (dimensionless)
h_1(x): +0.345677 +0.062959i (dimensionless)
h_2(x): +0.298637 -0.267038i (dimensionless)
h_3(x): +0.152052 -0.508023i (dimensionless)
h_4(x): +0.056150 -0.918349i (dimensionless)
bond ss_sigma: +0.164999 -0.023520i 1/bohr
bond sp_sigma: -0.054524 +0.299365i 1/bohr
bond sd_sigma: -0.298558 -0.333887i 1/bohr
bond pp_sigma: +0.432037 +0.275117i 1/bohr
bond pp_pi: +0.031480 -0.172839i 1/bohr
bond pd_sigma: -0.639037 +0.091093i 1/bohr
bond pd_pi: +0.298558 +0.333887i 1/bohr
bond dd_sigma: -0.824994 +0.117600i 1/bohr
bond dd_pi: +1.047526 +0.131265i 1/bohr
bond dd_delta: -0.222532 -0.248865i 1/bohr
modulus of dd sigma, pi, delta (1/bohr): 0.833333 1.055718 0.333847
d xy: sigma amplitude +0.384900, pi vector [ 0.518519  0.037037 -0.296296]
d yz: sigma amplitude +0.769800, pi vector [-0.296296  0.074074  0.074074]
d zx: sigma amplitude +0.384900, pi vector [ 0.518519 -0.296296  0.037037]
d x2-y2: sigma amplitude -0.288675, pi vector [ 0.444444 -0.444444  0.222222]
d 3z2-1: sigma amplitude +0.166667, pi vector [-0.2566 -0.5132  0.6415]
x,xy weights: sigma +0.128300, pi +0.518519
xy,yz weights: sigma +0.296296, pi -0.172840, delta -0.123457
g(s,x) formula: -0.018175 +0.099788i 1/bohr
g(x,s) formula: +0.018175 -0.099788i 1/bohr
g(x,y) formula: +0.089013 +0.099546i 1/bohr
g(x,xy) formula: +0.072819 +0.184814i 1/bohr
g(x,xy) projection: +0.072819 +0.184814i 1/bohr
g(xy,x) formula: -0.072819 -0.184814i 1/bohr
g(xy,yz) formula: -0.398023 +0.042881i 1/bohr
g(xy,yz) projection: -0.398023 +0.042881i 1/bohr
largest deviation, all directions and energies: 7.4e-14 1/bohr
far-field power of R, dd_sigma: -1.0000
far-field power of R, dd_pi: -2.0000
far-field power of R, dd_delta: -3.0000
near-field ratio at x = 0.01, pp sigma/pi: -1.9999
near-field ratio at x = 0.01, pd sigma/pi: -1.7320
near-field ratio at x = 0.01, dd sigma/delta: 5.9999
near-field ratio at x = 0.01, dd pi/delta: -4.0000
displacements: r = (0.6,0,0) bohr, r' = (0,0,0.3) bohr
G0 direct: +0.013081 -0.001616i 1/bohr
G0 from l <= 2 block: +0.013069 -0.001620i 1/bohr
truncation error: 1.29e-05 1/bohr
order of truncation error in displacement: 2.995
PASS
```
